\section*{Pull-in of a spring-supported parallel-plate capacitor at controlled voltage}

\section*{Question}

One plate of a parallel-plate capacitor is fixed. The other hangs on a linear spring and can move towards it. I connect a voltage source and turn the voltage up slowly. I am asked to prove that the movable plate snaps onto the fixed one after one third of the original gap has closed, whatever the stiffness, the area and the gap.

I am stuck in two places. First, I tried to get the force from the energy. The stored energy is $\tfrac12 CV^2$, and it grows as the plates approach, so minus its derivative gives a repulsion, which is absurd. Second, even with an attractive force, both the attraction and the spring force grow smoothly with the travel. Why should there be a definite point at which the balance fails, and why does it not depend on the spring?

\section*{Answer}

Both difficulties come from what the source does. It supplies energy when the plate moves, which repairs the sign. It also keeps the voltage fixed while the gap shrinks, which makes the attraction grow faster than the spring force beyond a certain travel.

\subsection*{Set-up and the sign of the force}

Let $A$ be the plate area, $k$ the spring stiffness and $g_0$ the gap at zero voltage, where the spring is unstrained. The travel $x$ is positive towards the fixed plate, so the remaining gap is $d=g_0-x$. The plates are rigid, parallel and much wider than the gap, with nothing but air or vacuum between them and no mechanical stop in the way. Then
\begin{equation}
C(x)=\frac{\varepsilon_0A}{g_0-x},\qquad
\frac{dC}{dx}=\frac{\varepsilon_0A}{(g_0-x)^2}>0 .
\end{equation}

Move the plate by $dx$ at fixed $V$. The charge $Q=CV$ changes by $V\,dC$, so the source delivers the energy $V\,dQ=V^2dC$. The field energy rises by only half of this, $\tfrac12V^2dC$. The other half is the mechanical work $F_{\rm el}\,dx$ done on the plate:
\begin{equation}
F_{\rm el}=\frac12V^2\frac{dC}{dx}
=\frac{\varepsilon_0AV^2}{2(g_0-x)^2}.
\label{force}
\end{equation}
It is positive, hence attractive. Your calculation left out the source. The function whose minima are the stable positions at fixed voltage is spring energy plus field energy minus the energy drawn from the source:
\begin{equation}
W(x)=\frac12kx^2+\frac12CV^2-QV=\frac12kx^2-\frac12C(x)V^2 .
\label{W}
\end{equation}

A second route confirms the factor $\tfrac12$. A plate is pulled by the field of the other plate alone, $Q/(2\varepsilon_0A)$, so the force is $Q^2/(2\varepsilon_0A)$. Inserting $Q=\varepsilon_0AV/d$ gives (\ref{force}) again.

\subsection*{The balance has a highest voltage}

At equilibrium the spring force equals the attraction:
\begin{equation}
kx=\frac{\varepsilon_0AV^2}{2(g_0-x)^2}
\quad\Longrightarrow\quad
V^2=\frac{2k}{\varepsilon_0A}\,x(g_0-x)^2 .
\label{balance}
\end{equation}
Instead of solving a cubic for $x$ at given $V$, read this the other way round: it is the voltage needed to hold the plate at $x$. By the product rule,
\begin{align}
\frac{d}{dx}\left[x(g_0-x)^2\right]
&=(g_0-x)^2-2x(g_0-x)\nonumber\\
&=(g_0-x)(g_0-3x).
\label{slope}
\end{align}
For $0<x<g_0$ the first factor is positive. The required voltage therefore rises up to $x=g_0/3$ and falls beyond it. Its largest value follows from
\begin{equation}
x(g_0-x)^2\Big|_{g_0/3}=\frac{g_0}{3}\cdot\frac{4g_0^2}{9}=\frac{4g_0^3}{27},
\qquad
V_{\rm PI}=\sqrt{\frac{8kg_0^3}{27\varepsilon_0A}} .
\label{vpi}
\end{equation}
The stiffness and the area enter (\ref{balance}) only as a prefactor. They set the height of the maximum but not its place, which is why the fraction one third is common to all such devices.

For $0<V<V_{\rm PI}$ there are two equilibria, one on each side of $g_0/3$. It remains to show which one the plate occupies.

\subsection*{Stability}

Differentiate (\ref{W}) twice at fixed $V$:
\begin{equation}
W'=kx-\frac{\varepsilon_0AV^2}{2(g_0-x)^2},\qquad
W''=k-\frac{\varepsilon_0AV^2}{(g_0-x)^3}.
\end{equation}
The second term of $W''$ is an electrical softening of the spring. At an equilibrium, (\ref{balance}) gives $\varepsilon_0AV^2/(g_0-x)^2=2kx$, so
\begin{equation}
W''=k-\frac{2kx}{g_0-x}=k\,\frac{g_0-3x}{g_0-x}.
\label{stiff}
\end{equation}
This is positive for $x<g_0/3$, where a small displacement is opposed, and negative for $x>g_0/3$, where it grows. A plate that starts at $x=0$ under a slowly rising voltage follows the stable equilibrium until it reaches $g_0/3$ at $V_{\rm PI}$.

At that point $W''=0$. The third derivative is $-3\varepsilon_0AV^2/(g_0-x)^4$, which is negative, so the point is an inflection of $W$ and not a minimum: a small push towards the fixed plate is not opposed.

\subsection*{Above the threshold the plate reaches contact}

The absence of an equilibrium should be turned into a statement about motion. Since $V_{\rm PI}^2$ is the maximum of (\ref{balance}), every $x$ between $0$ and $g_0$ obeys $kx\le\varepsilon_0AV_{\rm PI}^2/[2(g_0-x)^2]$. For $V>V_{\rm PI}$ the net force is therefore bounded from below:
\begin{equation}
F_{\rm el}-kx\ \ge\ \frac{\varepsilon_0A(V^2-V_{\rm PI}^2)}{2(g_0-x)^2}
\ \ge\ \frac{\varepsilon_0A(V^2-V_{\rm PI}^2)}{2g_0^2}\equiv\delta>0 ,
\end{equation}
where the last step uses $g_0-x\le g_0$. Let the plate have mass $m$, velocity $v$ and a constant damping coefficient $c$, and let it start from rest at $x_0\ge0$. Then $m\dot v+cv\ge\delta$. Integration over time gives
\begin{equation}
mv+c(x-x_0)\ge\delta t
\quad\Longrightarrow\quad
mv\ge\delta t-cg_0 ,
\end{equation}
because $x-x_0<g_0$ before contact. The right-hand side grows without limit, while the distance left to travel is finite. Contact comes in a finite time, which completes the proof for constant damping. In air, the film between the plates resists the motion more strongly as the gap closes. This creates no new equilibrium, but it can change the last stage of the closing. If the damping coefficient grows as $1/d^3$, as for a thin viscous film, the attraction, which grows as $1/d^2$, gives a closing speed proportional to $d$ near contact. The gap then shrinks exponentially, and this simple model gives no finite contact time. The $1/d^3$ law itself fails once the gap approaches the mean free path of air, about $0.07\ \mu$m. Slip of the gas at the walls then weakens the growth towards $1/d^2$, the closing speed tends to a constant, and contact again comes in a finite time. One third is thus the limit of stable balance; beyond it the plate closes without a further resting position.

\subsection*{A numerical case}

Take a disc of radius $60\ \mu$m, so $A=11310\ \mu{\rm m}^2=1.131\times10^{-8}\ {\rm m}^2$, with $g_0=3\ \mu$m and $k=10$ N/m. Then
\begin{equation}
V_{\rm PI}=\sqrt{\frac{8(10)(3\times10^{-6})^3}
{27(8.854\times10^{-12})(1.131\times10^{-8})}}\ {\rm V}=28.3\ {\rm V}.
\end{equation}
The travel at pull-in is $1\ \mu$m and the force is $10\ {\rm N/m}\times1\ \mu{\rm m}=10\ \mu$N. The field is $28.3\ {\rm V}/2\ \mu{\rm m}=0.141$ MV/cm.

The voltage needed to hold the plate is 20.90, 26.27, 28.26, 25.96 and 18.43 V at $x/g_0=0.1$, 0.2, 1/3, 0.5 and 0.7. At 25 V the two equilibria lie at $0.501$ and $1.603\ \mu$m. Equation (\ref{stiff}) gives their stiffnesses:
\begin{equation}
10\cdot\frac{3-1.503}{2.499}=6.0\ {\rm N/m},\qquad
10\cdot\frac{3-4.809}{1.397}=-12.9\ {\rm N/m}.
\end{equation}
The first position is held, though by a spring softened to 60\% of its original stiffness. The second cannot be held at fixed voltage.

The threshold can also be found without (\ref{balance}). Tabulating $W$ against $x$ and raising $V$ until its minimum disappears gives 28.265 V and $1.000\ \mu$m. Integrating the motion from rest with $c=4\sqrt{km}$ gives the same division: at $0.99V_{\rm PI}$ the plate settles at $x/g_0=0.280$, and at $1.01V_{\rm PI}$ it closes.

\subsection*{Why ``slowly'' and ``voltage'' matter}

Suppose the voltage is switched on suddenly and there is no damping. The plate overshoots its equilibrium and may pass the unstable one. Starting from rest at $x=0$, energy conservation reads
\begin{align}
\frac12mv^2&=\frac12V^2\,[C(x)-C(0)]-\frac12kx^2\nonumber\\
&=\frac{x}{2}\left[\frac{\varepsilon_0AV^2}{g_0(g_0-x)}-kx\right],
\end{align}
since $1/(g_0-x)-1/g_0=x/[g_0(g_0-x)]$. The plate turns back where the bracket vanishes, at $V^2=kg_0\,x(g_0-x)/(\varepsilon_0A)$. The product $x(g_0-x)$ is largest at $x=g_0/2$, so a turning point exists only up to
\begin{equation}
V_{\rm step}^2=\frac{kg_0^3}{4\varepsilon_0A}=\frac{27}{32}V_{\rm PI}^2,
\qquad V_{\rm step}=0.919\,V_{\rm PI}=25.96\ {\rm V}.
\end{equation}
Just below this voltage the plate swings out to nearly half the gap and returns. Without damping, the one-third rule therefore needs a slow ramp. Strong damping prevents the overshoot: in the integration above, with $c=4\sqrt{km}$, the voltage was applied suddenly and the plate still settled at $0.99V_{\rm PI}$. Slow means slow compared with the plate's response. The free oscillation period is $41.5\ \mu$s for a gold plate $2\ \mu$m thick on a massless spring, but the response slows down near pull-in, where the net stiffness tends to zero.

Now suppose that the charge is held fixed instead, on plates with no other capacitance connected. The force $Q^2/(2\varepsilon_0A)$ does not depend on $x$. The energy is $\tfrac12kx^2+Q^2(g_0-x)/(2\varepsilon_0A)$, and its second derivative is simply $k$. As long as the plates stay parallel, every equilibrium is stable; a charge chosen to balance the spring at $x=2g_0/3$ does hold the plate there. Pull-in of parallel plates needs a supply of extra charge as the gap closes; at fixed voltage the source provides it. In a real device the suspension must also be stiff against tilting, at fixed voltage as well as at fixed charge. Otherwise charge can gather where the gap is smallest and tip the plate.

An insulating layer of thickness $h$ and relative permittivity $\varepsilon_r$ on the fixed plate acts as a capacitor in series, so that $C=\varepsilon_0A/(g_0+h/\varepsilon_r-x)$. If the layer carries no trapped charge, the whole derivation holds with $g_0$ replaced by $g_0+h/\varepsilon_r$, and pull-in comes at
\begin{equation}
x=\frac13\left(g_0+\frac{h}{\varepsilon_r}\right).
\end{equation}
This lies beyond one third of the open gap. For $h/\varepsilon_r\ge2g_0$ it is not reached before contact, and the plate can be moved across the whole gap without a jump.

\subsection*{How far a real device departs from one third}

The parameters above are round numbers in the rough range of gold radio-frequency microswitches, which have gaps of a few micrometres and are operated at some tens of volts. One assumption that can fail there is the linear spring. Let the plate hang on four straight supports of length $L$, width $w$ and thickness $t$, each clamped at one end and guided by the plate at the other. With $s$ running from 0 to 1 along a support, its bending shape is $y=x(3s^2-2s^3)$. With Young's modulus $E$ and second moment of area $wt^3/12$, the bending energy is
\begin{equation}
\frac{Ewt^3}{24L^3}\int_0^1x^2(6-12s)^2ds=\frac{Ewt^3x^2}{2L^3},
\end{equation}
because the integral equals $12x^2$. The bending force is its derivative, $Ewt^3x/L^3$ per support.

If the ends cannot move inwards, the support must also stretch. For small slopes the mean strain is
\begin{equation}
\epsilon=\frac{1}{2L^2}\int_0^1\left[6x(s-s^2)\right]^2ds
=\frac{3x^2}{5L^2}.
\end{equation}
The stretching energy $\tfrac12EwtL\epsilon^2=9Ewtx^4/(50L^3)$ gives the force $18Ewtx^3/(25L^3)$. Hence
\begin{equation}
\frac{\text{stretching force}}{\text{bending force}}=\frac{18}{25}\left(\frac{x}{t}\right)^2 .
\end{equation}
For $t=2\ \mu$m and $x=1\ \mu$m this is 18\%. The estimate keeps the bending shape fixed while the support stretches. With $E\approx80$ GPa for gold and $w=10\ \mu$m, the stiffness of 10 N/m corresponds to $L=137\ \mu$m, a reasonable size. This takes the plate as rigid. A plate no thicker than its supports bends under their end moments and lets the guided ends rotate, so the real stiffness at this length would be lower.

Write $u=x/g_0$ and $\beta=\tfrac{18}{25}(g_0/t)^2=1.62$. The spring force becomes $kx(1+\beta u^2)$, and $V^2$ is proportional to $u(1+\beta u^2)(1-u)^2$. Setting the derivative of its logarithm to zero gives
\begin{equation}
\frac1u+\frac{2\beta u}{1+\beta u^2}=\frac{2}{1-u}
\ \Longrightarrow\
5\beta u^3-3\beta u^2+3u-1=0 .
\end{equation}
The root is $u=0.419$, and the pull-in voltage rises to 31.3 V, 11\% above the linear result. In this fixed-shape estimate the plate can be held over about 42\% of the gap. The estimate assumes supports free of built-in stress, which deposited films seldom are. A residual tension $\sigma$ adds the energy $\sigma wtL\epsilon$, hence a linear force $6\sigma wtx/(5L)$ per support. For $\sigma=10$ MPa the four supports gain 7 N/m, $\beta$ falls in the ratio $10/17$ and the root drops to about 0.38. Compression acts the other way, and at $\pi^2Et^2/(12L^2)\approx14$ MPa the supports buckle. Residual and thermal stress can therefore matter as much as the stretching. Folded supports, whose ends can move inwards, relieve the stretching and bring the device closer to the linear model.

Three other effects, estimated next, are smaller here. Fringing fields were estimated for two equal thin discs by dividing them into charged rings and applying Coulomb's law. This ignores the thickness of the plate, so it gives only the rough size of the effect; a plate facing a much larger electrode is equivalent, by images, to discs at twice the gap, which roughly doubles it. At a gap of $2\ \mu$m the fringing fields add about 1\% to the force; pull-in moves to $x/g_0=0.334$ and 28.1 V. The weight of the plate, for a density of roughly $19300\ {\rm kg/m^3}$, makes it sag by 0.43 nm. Thermal motion at 300 K has the root-mean-square size $\sqrt{k_BT/k}=0.02$ nm at zero voltage. It grows near pull-in as the net stiffness falls.

Pull-in is a mechanical instability and needs no discharge. The lowest voltage at which an ordinary avalanche can break down air is roughly 300 V, about ten times $V_{\rm PI}$. The field does rise during the jump, however. If the source holds 28.3 V, the field reaches 1 MV/cm, a rough scale for field emission from real metal surfaces, when the gap has shrunk to $0.28\ \mu$m. If emission or a discharge occurs in this device, it is therefore to be expected late in the closing stroke, after the mechanical balance has already been lost.

The computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
disc radius: 60 um
plate area: 11310 um^2
original gap: 3.0 um
spring stiffness: 10.0 N/m
plate and support thickness: 2.0 um
pull-in voltage, formula: 28.265 V
pull-in voltage, energy search: 28.265 V
pull-in travel, formula: 1.000 um
pull-in travel, energy search: 1.000 um
force at pull-in: 10.00 uN
field at pull-in: 0.141 MV/cm
balance voltage at x/g0 = 0.100: 20.90 V
balance voltage at x/g0 = 0.200: 26.27 V
balance voltage at x/g0 = 0.333: 28.26 V
balance voltage at x/g0 = 0.500: 25.96 V
balance voltage at x/g0 = 0.700: 18.43 V
stable travel at 25 V: 0.501 um
unstable travel at 25 V: 1.603 um
resting x/g0 at 0.99 of pull-in voltage: 0.2804
sudden-step threshold, no damping: 25.963 V
sudden-step threshold / pull-in voltage: 0.9186
largest x/g0 just below step threshold: 0.493
fixed-charge example, stable x/g0: 0.667
fringing, extra force at 2 um gap: 0.95 %
fringing, pull-in x/g0: 0.3343
fringing, pull-in voltage: 28.13 V
gold Young modulus, rough: 80 GPa
support width: 10 um
length of each of four supports: 137 um
stretching/bending force at g0/3: 18.0 %
straight supports, pull-in x/g0: 0.4191
straight supports, pull-in voltage: 31.30 V
gold density, rough: 19300 kg/m^3
sag under own weight: 0.428 nm
temperature: 300 K
thermal motion, rms at zero voltage: 0.0204 nm
free oscillation period: 41.5 us
lowest air breakdown voltage, rough: 300 V
field-emission scale, rough: 1.0 MV/cm
gap where closing plate reaches it: 0.283 um
\end{verbatim}
